# Spin-flop field and antiparallel stability limit of a symmetric synthetic antiferromagnet

## Definitions and conventions

Two identical ferromagnetic layers, each of thickness \(t\) and magnetization \(M_s\), are separated by a thin metallic spacer. Each layer is a rigid macrospin with unit vector \(\mathbf m_i\). The film lies in the \(xy\) plane, \(x\) is the easy axis of both layers, and the field \(H\ge 0\) points along \(+x\). The energy per area is

\[
E=J\,\mathbf m_1\!\cdot\!\mathbf m_2+\sum_{i=1,2}\Big[-\mu_0M_stH\,m_{ix}-Kt\,m_{ix}^2+\tfrac12\mu_0M_s^2t\,m_{iz}^2\Big].
\]

With this sign, \(J>0\) favours antiparallel layers. The last term is the demagnetizing energy of an extended film. Define

\[
H_E=\frac{J}{\mu_0M_st},\qquad H_K=\frac{2K}{\mu_0M_s}.
\]

\(H_E\) is the exchange field that one layer exerts on the other, and \(H_K\) is the anisotropy field of one layer. Dividing \(E\) by \(\mu_0M_st\) gives an energy in field units:

\[
e=H_E\,\mathbf m_1\!\cdot\!\mathbf m_2-H(m_{1x}+m_{2x})-\frac{H_K}{2}(m_{1x}^2+m_{2x}^2)+\frac{M_s}{2}(m_{1z}^2+m_{2z}^2).
\]

Anisotropy is called weak when \(H_K<H_E\). Temperature is zero unless stated otherwise. Two fields must be distinguished. At the equilibrium spin-flop field \(H_{sf}\), the antiparallel state stops being the lowest state. At the higher field \(H_{up}\), it stops being a local minimum. For weak anisotropy the results are

\[
H_{sf}=\sqrt{H_K(2H_E-H_K)},\qquad H_{up}=\sqrt{H_K(2H_E+H_K)} .
\]

## First derivation: the energy landscape

**Reduction to the film plane.** Fix \(m_{1x}\) and \(m_{2x}\). The field and anisotropy energies are then fixed. The coupling is lowest when the transverse parts of the two vectors are opposite, and the demagnetizing energy is lowest, namely zero, when they lie along \(y\). Both conditions can be met together. Any state can therefore be replaced by an in-plane state of no higher energy. The replacement varies continuously with \(m_{1x}\) and \(m_{2x}\) and leaves the antiparallel state unchanged, so out-of-plane motion offers neither a lower minimum nor a lower pass.

**Two useful variables.** Let \(\varphi_i\) be the angle of layer \(i\) from \(+x\), and set

\[
s=\frac{\varphi_1+\varphi_2}{2},\quad d=\frac{\varphi_1-\varphi_2}{2},\quad x=\cos s,\quad y=\cos d .
\]

From here on \(x\) and \(y\) denote these cosines. Adding \(\pi\) to both \(s\) and \(d\) changes neither layer physically, so \(x\ge0\) may be chosen. The sum and product formulas give

\[
\cos\varphi_1+\cos\varphi_2=2xy,
\]
\[
\cos\varphi_1\cos\varphi_2=x^2y^2-(1-x^2)(1-y^2)=x^2+y^2-1 .
\]

Squaring the first and subtracting twice the second,

\[
\cos^2\varphi_1+\cos^2\varphi_2=4x^2y^2-2x^2-2y^2+2 .
\]

Also \(\mathbf m_1\cdot\mathbf m_2=\cos 2d=2y^2-1\). Inserting these and collecting terms,

\[
e=-H_E-H_K+(2H_E+H_K)y^2+H_Kx^2-2Hxy-2H_Kx^2y^2 .
\]

The antiparallel state is \(x=y=0\), with energy \(-H_E-H_K\). The states with \(x=1\) have \(s=0\), so the layers stand at \(\pm\varphi\) about the field. This is the spin-flop, or scissor, state.

**Elimination of the canting.** At fixed \(x\), the energy is quadratic in \(y\), with coefficient

\[
a(x)=2H_E+H_K-2H_Kx^2\ \ge\ 2H_E-H_K>0 .
\]

Setting \(\partial e/\partial y=2ay-2Hx=0\) gives \(y=Hx/a\). This grows with \(x\) and reaches \(H/(2H_E-H_K)\) at \(x=1\). It is an allowed cosine for all \(x\) up to

\[
H_{sat}=2H_E-H_K ,
\]

where the scissor closes into the parallel state. For \(H<H_{sat}\), put \(X=x^2\) and insert the minimizing \(y\):

\[
e=-H_E-H_K+g(X),\qquad g(X)=H_KX-\frac{H^2X}{a},
\]

with \(a=2H_E+H_K-2H_KX\). The derivative of \(X/a\) is \((a+2H_KX)/a^2=(2H_E+H_K)/a^2\), so

\[
g'=H_K-\frac{H^2(2H_E+H_K)}{a^2},\qquad
g''=-\frac{4H_KH^2(2H_E+H_K)}{a^3}<0
\]

for \(H>0\). A concave function has no interior minimum. The minima can therefore lie only at \(X=0\), the antiparallel state, or at \(X=1\), the scissor state.

**Equilibrium.** The two energies are equal when \(g(1)=g(0)=0\):

\[
H_K-\frac{H^2}{2H_E-H_K}=0\quad\Rightarrow\quad H_{sf}=\sqrt{H_K(2H_E-H_K)} .
\]

This field must lie below \(H_{sat}\), which requires \(H_K<2H_E-H_K\), or \(H_K<H_E\). Above \(H_{sat}\) nothing changes the ordering: at fixed orientation \(de/dH=-(m_{1x}+m_{2x})\ge-2\), and the parallel state, already the lowest at \(H_{sat}\), attains this bound.

**Stability.** The antiparallel state is a local minimum while \(g'(0)>0\). There \(a=2H_E+H_K\), so

\[
H_K-\frac{H^2}{2H_E+H_K}=0\quad\Rightarrow\quad H_{up}=\sqrt{H_K(2H_E+H_K)} .
\]

On a decreasing field, the scissor state is a local minimum while \(g'(1)<0\). There \(a=2H_E-H_K\), and the limit is

\[
H_{down}=(2H_E-H_K)\sqrt{\frac{H_K}{2H_E+H_K}},\qquad H_{up}H_{down}=H_{sf}^2 .
\]

The equilibrium field is thus the geometric mean of the two limits.

The opposite signs in \(H_{sf}\) and \(H_{up}\) have a simple origin. The gain from the field comes from canting the layers towards it, and \(a\) measures the stiffness against canting. Near the easy axis, canting turns the moments away from that axis and anisotropy adds to the stiffness. In the scissor state, canting turns them towards the easy axis and anisotropy reduces it. The equilibrium comparison uses the softer value, the local test of the antiparallel state the harder one.

When \(H_{up}<H_{sat}\), the scissor is the one remaining minimum just above \(H_{up}\), and the antiparallel state falls into it. The condition is \(H_K(2H_E+H_K)<(2H_E-H_K)^2\), which simplifies to \(H_K<\tfrac23H_E\).

**The barrier.** Between \(H_{down}\) and \(H_{up}\), \(g\) has an interior maximum, which is the pass between the two states. Let \(r=H/H_{up}\). Setting \(g'=0\) gives \(a=(2H_E+H_K)r\), hence

\[
X=\frac{(2H_E+H_K)(1-r)}{2H_K},\qquad \frac{H^2}{a}=H_Kr .
\]

At this point \(y=Hx/a=x\sqrt{H_K/(2H_E+H_K)}<1\), so the pass is an allowed state even where \(H\) exceeds \(H_{sat}\). Substitution into \(g=X(H_K-H^2/a)\) gives the barrier out of the antiparallel state:

\[
\Delta e=\Big(H_E+\frac{H_K}{2}\Big)\Big(1-\frac{H}{H_{up}}\Big)^2 .
\]

For \(H_K\ll H_E\), \(H_{sf}/H_{up}\approx1-H_K/(2H_E)\). The barrier at \(H_{sf}\) is then about \(H_K^2/(4H_E)\), much smaller than the barrier \(g(1)=H_K\) at zero field.

## Second derivation: torque, work and damped motion

**Equilibrium from magnetic work.** Suppose that the competing states are known to be the antiparallel state and the symmetric scissor. The effective field on layer 1, \(-\partial e/\partial\mathbf m_1\), has in-plane components

\[
h_x=-H_E\cos\varphi+H+H_K\cos\varphi,\qquad h_y=H_E\sin\varphi ,
\]

because \(\mathbf m_2=(\cos\varphi,-\sin\varphi,0)\). The torque on \(\mathbf m_1\) must vanish:

\[
\cos\varphi\,h_y-\sin\varphi\,h_x=\sin\varphi\,\big[(2H_E-H_K)\cos\varphi-H\big]=0 .
\]

The scissor therefore has \(\cos\varphi=H/(2H_E-H_K)\), and its summed moment \(m_{1x}+m_{2x}=2H/(2H_E-H_K)\) is linear in field.

Along a branch of stationary states, the change of angle does not alter \(e\) to first order, so \(de/dH=-(m_{1x}+m_{2x})\). At zero field the scissor branch has both layers along the hard axis, with energy \(-H_E\). Integrating,

\[
e_{sc}(H)=-H_E-\int_0^H\frac{2H'}{2H_E-H_K}\,dH'=-H_E-\frac{H^2}{2H_E-H_K}.
\]

The branch is unstable at low field, but it remains stationary, which is all the integration needs. The antiparallel state has no net moment, so its energy stays at \(-H_E-H_K\). Equality requires

\[
\frac{H^2}{2H_E-H_K}=H_K ,
\]

which is again \(H_{sf}\). The work done by the field on the scissor has paid for turning both layers off the easy axis.

**Stability from damped precession.** Let each layer obey the Landau–Lifshitz–Gilbert equation

\[
\dot{\mathbf m}_i=-\gamma_0\,\mathbf m_i\times\mathbf h_i+\alpha\,\mathbf m_i\times\dot{\mathbf m}_i,\qquad \gamma_0>0,\ \alpha>0 .
\]

Write \(\mathbf m_1=(1,y_1,z_1)\) and \(\mathbf m_2=(-1,y_2,z_2)\), with small transverse parts. To first order the effective fields are

\[
\mathbf h_1=(H_E+H_K+H,\;-H_Ey_2,\;-H_Ez_2-M_sz_1),
\]
\[
\mathbf h_2=(-H_E-H_K+H,\;-H_Ey_1,\;-H_Ez_1-M_sz_2).
\]

Collect \(y_1,y_2\) into a column \(\mathbf y\) and \(z_1,z_2\) into \(\mathbf z\). Define \(\sigma=\mathrm{diag}(1,-1)\) and

\[
C=\begin{pmatrix}H_E+H_K+H&H_E\\H_E&H_E+H_K-H\end{pmatrix},\qquad D=C+M_s\mathbb 1 .
\]

Taking the cross products component by component gives

\[
\sigma\dot{\mathbf y}=-\gamma_0D\mathbf z-\alpha\dot{\mathbf z},\qquad
\sigma\dot{\mathbf z}=\gamma_0C\mathbf y+\alpha\dot{\mathbf y}.
\]

The matrix \(\sigma\) appears because the two layers point in opposite directions and precess in opposite senses.

The energy to second order is \(e_2=\tfrac12\mathbf y^TC\mathbf y+\tfrac12\mathbf z^TD\mathbf z\). Its rate of change follows by inserting \(\gamma_0C\mathbf y=\sigma\dot{\mathbf z}-\alpha\dot{\mathbf y}\) and \(\gamma_0D\mathbf z=-\sigma\dot{\mathbf y}-\alpha\dot{\mathbf z}\). The terms with \(\sigma\) cancel:

\[
\dot e_2=-\frac{\alpha}{\gamma_0}\big(|\dot{\mathbf y}|^2+|\dot{\mathbf z}|^2\big)\le0 .
\]

At \(H=0\), \(C\) has eigenvalues \(H_K\) and \(2H_E+H_K\), both positive, and those of \(D\) are larger by \(M_s\). The energy is then positive definite and dissipated, so every disturbance decays. As \(H\) grows, \(C\) stays positive definite until its determinant vanishes:

\[
\det C=(H_E+H_K)^2-H^2-H_E^2=H_K(2H_E+H_K)-H^2=0 .
\]

This is \(H=H_{up}\).

It remains to show that a disturbance grows beyond this field. For motion proportional to \(e^{\lambda\tau}\), with \(\tau\) the time, eliminating \(\mathbf z\) gives

\[
\det\!\big[\lambda^2\mathbb 1+\sigma(\gamma_0D+\alpha\lambda\mathbb 1)\sigma(\gamma_0C+\alpha\lambda\mathbb 1)\big]=0 .
\]

The left side is a real quartic in \(\lambda\). Its leading coefficient is \((1+\alpha^2)^2>0\), and its value at \(\lambda=0\) is \(\gamma_0^4\det D\,\det C\). Just above \(H_{up}\), \(\det C<0\) while \(\det D>0\). The quartic is negative at zero and positive at large \(\lambda\), so it has a positive real root: a growing disturbance. Neither \(\alpha\) nor \(M_s\) shifts the threshold.

The marginal motion satisfies \(C\mathbf y=0\), so \(y_2/y_1=-(H_E+H_K+H)/H_E\). The opposite signs describe a common rotation of the antiparallel pair. The layer opposed to the field turns further, which gives the pair a net transverse moment.

## What each derivation assumes

Both derivations assume identical rigid layers, bilinear coupling, a second-order uniaxial anisotropy and an aligned field.

The landscape derivation needs no equation of motion and no prior list of states. Concavity of \(g\) proves that no third minimum exists below saturation, and the same function gives \(H_{down}\) and the barrier. It relies on the symmetry of the layers, which makes the energy simple in \(s\) and \(d\).

The second derivation takes the two competing states as given, so its equilibrium part does not exclude a third. Its work argument shows which quantity matters, the area under the magnetization curve of the scissor branch. Its stability part assumes positive damping, and in return shows that the loss of the minimum is a real dynamical instability and which motion starts it.

**Strong anisotropy.** For \(H_K>H_E\) the work argument, applied without checking its premise, would still return \(H_{sf}\) as long as \(H_K<2H_E\). The correct competitor is then the parallel state, with energy \(H_E-H_K-2H\). It equals the antiparallel energy at \(H=H_E\). To see that no other state is lower there, follow rays \(y=kx\) from the antiparallel point. Along each ray \(e\) is concave in \(x^2\), so its lowest value lies at the origin or on an edge, \(x=1\) or \(y=1\). On \(y=1\), \(e\) falls with \(x\) towards the parallel state. On \(x=1\), at \(H=H_E\), the energy above the antiparallel state is

\[
(1-y)\big[H_K-(2H_E-H_K)y\big].
\]

The bracket is linear in \(y\), equal to \(H_K\) at \(y=0\) and to \(2(H_K-H_E)\) at \(y=1\), hence positive between; negative \(y\) only raises the field energy. In equilibrium the layers thus flip directly to parallel at \(H_E\), although the antiparallel state remains a local minimum up to \(H_{up}\). Numerical minimization for \(H_K=1.5H_E\) gives a transition at \(1.0000\,H_E\).

## Worked example

Take \(M_s=1.2\) MA/m, \(t=3\) nm, \(J=0.20\) mJ/m² and \(K=2.4\) kJ/m³. Fields are quoted as \(\mu_0H\):

\[
\mu_0H_E=\frac{2.0\times10^{-4}}{(1.2\times10^6)(3\times10^{-9})}\ \text{T}=55.56\ \text{mT},
\]
\[
\mu_0H_K=\frac{2(2400)}{1.2\times10^6}\ \text{T}=4.00\ \text{mT}.
\]

Then \(2H_E-H_K\) is 107.11 mT and \(2H_E+H_K\) is 115.11 mT, so

\[
\mu_0H_{sf}=\sqrt{4.00\times107.11}\ \text{mT}=20.70\ \text{mT}\quad(16.5\ \text{kA/m}),
\]
\[
\mu_0H_{up}=\sqrt{4.00\times115.11}\ \text{mT}=21.46\ \text{mT}\quad(17.1\ \text{kA/m}).
\]

The lower limit is 19.97 mT and the full hysteresis width 1.49 mT. Direct minimization of the two-angle energy, and curvatures of the full three-dimensional energy, reproduce these values, as the numerical output shows. At \(H_{sf}\) the reduced moment jumps from 0 to \(20.70/107.11=0.193\), with each layer 78.9° from the field.

**Misalignment.** If the field is turned by a small angle \(\psi\) in the plane, \(Hx\) becomes \(H\cos(s-\psi)\). Let \(b=H_K/(2H_E+H_K)\) and \(\eta=H^2/H_{up}^2\). Near the transition \(1-\eta\) is of order \(b\). For \(\psi\) of the same order, expansion of the reduced energy to first order gives

\[
\frac{g}{H_K}\approx(1-\eta)\cos^2s-\psi\sin2s-2b\cos^4s .
\]

With \(\theta=2s\) and constants dropped, this is

\[
-u\cos\theta-\psi\sin\theta-\frac b2\cos^2\theta,\qquad u=b-\frac{1-\eta}{2},
\]

a Stoner–Wohlfarth energy. Its stationary points obey \(u=\psi\cot\theta-b\cos\theta\). The right side has slope \(-\psi/\sin^2\theta+b\sin\theta\). For \(\psi\ge b\) this is nowhere positive, so each \(u\) has a single minimum. For \(0<\psi<b\) the slope is positive at \(\theta=\pi/2\), and two minima coexist for some fields. Hysteresis therefore ends at \(\psi_c\approx b\), here 1.99°. Solving the reduced energy without the expansion gives 2.14°, about 7 % higher than the estimate.

## Beside real films

These parameters are rough typical values for soft, in-plane cobalt-iron-boron layers coupled through ruthenium; \(J\) depends strongly on the spacer thickness. The assumption of identical layers matters at once. Making one layer 1 % thicker and the other 1 % thinner, with \(J\) held fixed, raises the computed transition by 0.90 mT, more than the 0.76 mT between \(H_{sf}\) and \(H_{up}\) in the ideal film. The antiparallel state then has a net moment, and the field lowers its energy. The scissor state also gains, by turning out of its symmetric position, but less, so it takes back only part of the shift. A biquadratic energy \(J_2(\mathbf m_1\cdot\mathbf m_2)^2\) with \(J_2=0.05J\), which penalizes collinear layers, lowers the transition by 1.06 mT.

Patterning changes more. For a 200 nm disc, a spheroid estimate puts the dipolar field scale at 17 mT, about a third of \(H_E\); for a 20 µm disc it gives 0.18 mT. These are low estimates, because a flat disc has stronger edge charges than a spheroid: the volume-averaged in-plane demagnetizing field of one uniformly magnetized flat layer is about 37 mT and 0.70 mT in the two cases. The averaged field that such a layer exerts on the other, across a 0.8 nm spacer, is about 25 mT and 0.58 mT. Leaving dipolar coupling out, the barrier at \(H_{sf}\) is 0.26 µJ/m². Over the area of the 200 nm disc this is \(2.0\,k_BT\) at 300 K, against \(109\,k_BT\) at zero field. For rigid in-plane layers, dipolar coupling between them adds to \(H_E\). With 25 mT added, \(H_{sf}\) itself moves up to about 25 mT, and the barrier at this shifted field falls to about \(1.4\,k_BT\); at the original 20.7 mT the barrier is instead about \(35\,k_BT\). A rigid element of this size could not hold the antiparallel state for long near its own \(H_{sf}\), so \(H_{up}\) should be read as a zero-temperature limit. Rigidity is a further assumption: with a rough exchange stiffness \(A=15\) pJ/m, the wall length \(\sqrt{A/K}\) is 79 nm, comparable with the disc radius. This is the zero-field scale. Near \(H_{sf}\) the barrier per area \(\Delta E\) is much smaller, and the corresponding length \(\sqrt{2At/\Delta E}\) is about 590 nm, which favours uniform rotation there. Neither length includes the non-uniform edge fields of the disc.

## Computed values

```
magnetization Ms: 1.20 MA/m
layer thickness t: 3.0 nm
coupling J: 0.20 mJ/m^2
anisotropy constant K: 2.40 kJ/m^3
exchange field BE: 55.556 mT
anisotropy field BK: 4.000 mT
ratio BK/BE: 0.0720
spin-flop field, formula: 20.699 mT
spin-flop field, global minimization: 20.699 mT
antiparallel limit, formula: 21.458 mT
antiparallel limit, curvature: 21.458 mT
scissor lower limit, formula: 19.967 mT
scissor lower limit, curvature: 19.967 mT
saturation field, formula: 107.111 mT
saturation field, curvature: 107.111 mT
spin-flop field: 16.472 kA/m
antiparallel limit: 17.076 kA/m
full hysteresis width B_up - B_down: 1.491 mT
B_up/B_sf - 1: 0.0367
weak-anisotropy estimate BK/(2BE): 0.0360
reduced moment just above spin flop: 0.1932
scissor angle from field at spin flop: 78.86 deg
transition field/BE when BK = 1.5 BE: 1.0000
barrier at B_sf over Ms*t, formula: 0.07202 mT
barrier at B_sf over Ms*t, minimax: 0.07202 mT
weak-anisotropy barrier BK^2/(4BE): 0.07200 mT
barrier per area at B_sf: 0.2593 uJ/m^2
temperature: 300 K
disc diameter: 200 nm
disc barrier at B_sf: 1.97 kT
disc barrier at zero field: 109.2 kT
dipole field scale, 200 nm disc: 17.43 mT
dipole field scale, 20 um disc: 0.178 mT
spin-flop field, layers +1% and -1% thick: 21.603 mT
shift from thickness imbalance: 0.904 mT
spin-flop field, 5% biquadratic: 19.643 mT
shift from biquadratic coupling: -1.056 mT
critical misalignment, computed: 2.14 deg
critical misalignment, estimate: 1.99 deg
exchange stiffness A (rough): 15 pJ/m
largest twist through a layer: 0.57 deg
wall length sqrt(A/K): 79.1 nm
```
